\section*{Configurational Stress of a Learned Many-Body Potential in a Periodic Cell, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: straining the neighbour vectors}

\subsection{A chain that shows the difficulty}

Take an infinite chain of identical atoms with spacing $L$, in which each atom interacts with its two nearest neighbours through a bond energy $\phi$. The periodic cell has length $L$ and holds one atom and one bond, so the energy per cell is $E=\phi(L)$. Stretching the chain uniformly changes $L$ to $(1+\eta)L$, and therefore
\begin{equation}
\left.\frac{dE}{d\eta}\right|_{\eta=0}=L\,\phi'(L).
\end{equation}
In one dimension the stress is a tension. It equals this derivative divided by the cell length, which is $\phi'(L)$, the pull of one bond. The force on the atom is zero, because its two neighbours pull equally in opposite directions. A formula that multiplies the atom's position by the force on it gives zero, wherever the atom is placed. The tension is present, but the total force on an atom does not record it.

Now put two atoms in the cell, at $x_1=0$ and $x_2=s$, with $0<s<L$. One bond has length $s$. The other has length $L-s$ and crosses the cell boundary. The energy and the forces are
\begin{align}
E&=\phi(s)+\phi(L-s),\\
F_2&=-\frac{\partial E}{\partial s}=-\phi'(s)+\phi'(L-s),\qquad F_1=-F_2 .
\end{align}
Under a uniform stretch both bond lengths grow by the factor $1+\eta$, so the correct derivative is
\begin{equation}
W=s\,\phi'(s)+(L-s)\,\phi'(L-s).
\end{equation}
The sum of positions times forces, with the sign that would make it an energy derivative, is
\begin{equation}
-F_1x_1-F_2x_2=s\,\phi'(s)-s\,\phi'(L-s).
\end{equation}
It falls short of $W$ by $L\,\phi'(L-s)$, the cell length times the pull of the bond that crosses the boundary. If the second atom is represented instead by its image at $x_2=s-L$, the crystal is unchanged, but the sum becomes
\begin{equation}
-F_2(s-L)=(s-L)\,\phi'(s)+(L-s)\,\phi'(L-s),
\end{equation}
and the deficit is now $L\,\phi'(s)$, because the other bond crosses the boundary. The sum depends on a choice of labels, while $W$ depends on bond lengths alone. This suggests working with the vectors between neighbours in three dimensions as well.

\subsection{Energy, images and the definition of stress}

The cell is spanned by lattice vectors $\mathbf h_1,\mathbf h_2,\mathbf h_3$ and has volume $V$. It contains $N$ atoms at positions $\mathbf r_i$. A triple of integers $n=(n_1,n_2,n_3)$ labels the lattice vector $\mathbf R_n=\sum_\alpha n_\alpha\mathbf h_\alpha$. The vector from atom $i$ to image $n$ of atom $j$ is
\begin{equation}
\mathbf r_{ijn}=\mathbf r_j+\mathbf R_n-\mathbf r_i .
\end{equation}
All images with $|\mathbf r_{ijn}|$ below a cutoff $r_c$ are neighbours of $i$. The case $j=i$ with $n\neq0$ is included: an atom can be a neighbour of its own images. The case $j=i$, $n=0$ is left out.

Many learned potentials write the energy per cell as a sum of atomic energies,
\begin{equation}
E=\sum_{i=1}^{N}\varepsilon_i\big(\{\mathbf r_{ijn}\}\big),
\end{equation}
where $\varepsilon_i$ depends on all neighbour vectors of atom $i$ together and on the chemical species. Three assumptions are made. The function $\varepsilon_i$ is differentiable; a neighbour's influence goes smoothly to zero at $r_c$; and the energy has no further dependence on the cell, such as a separate function of volume. An abrupt cutoff would make the energy jump when an atom crosses $r_c$, and the derivative below would miss the jump.

A homogeneous deformation moves every point of the crystal from $\mathbf x$ to $(1+\eta)\mathbf x$, where $\eta$ is a small $3\times3$ matrix. Atoms and lattice vectors deform together, so the fractional coordinates stay fixed. The configurational stress is defined by the energy change per volume,
\begin{equation}
\sigma_{ab}=\frac{1}{V}W_{ab},\qquad
W_{ab}=\left.\frac{\partial E}{\partial\eta_{ab}}\right|_{\eta=0},
\end{equation}
with Cartesian indices $a,b$. Tension is positive: if stretching raises the energy, the crystal pulls inward on its surroundings. The configurational pressure is $p=-\tfrac13\sum_a\sigma_{aa}$. The volume is that of the current cell, so $\sigma$ refers to the configuration as it stands and not to an earlier unstrained one.

\subsection{The chain rule}

Each of the three vectors in $\mathbf r_{ijn}$ is multiplied by the same matrix:
\begin{equation}
\mathbf r_{ijn}\to(1+\eta)\mathbf r_j+(1+\eta)\mathbf R_n-(1+\eta)\mathbf r_i=(1+\eta)\,\mathbf r_{ijn}.
\end{equation}
Hence $\delta r_{ijn,a}=\sum_b\eta_{ab}\,r_{ijn,b}$. Define the gradient of one atomic energy with respect to one of its neighbour vectors, the others being held fixed:
\begin{equation}
\mathbf g_{ijn}=\frac{\partial\varepsilon_i}{\partial\mathbf r_{ijn}} .
\end{equation}
In a crystal the neighbour vectors cannot all be varied independently, since moving one atom changes many of them. The function $\varepsilon_i$ is nevertheless defined for any set of arguments, so its partial derivatives exist, and the chain rule then inserts the changes that really occur:
\begin{equation}
\delta E=\sum_{ijn}\sum_a g_{ijn,a}\,\delta r_{ijn,a}
=\sum_{ab}\eta_{ab}\sum_{ijn}g_{ijn,a}\,r_{ijn,b}.
\end{equation}
The coefficient of $\eta_{ab}$ is the required derivative:
\begin{equation}
\boxed{\;W_{ab}=\sum_{ijn}g_{ijn,a}\,r_{ijn,b},\qquad
\sigma_{ab}=\frac{1}{V}\sum_{ijn}g_{ijn,a}\,r_{ijn,b}\;}
\label{eq:main}
\end{equation}
Absolute positions do not appear. Replacing an atom by one of its images changes $\mathbf r_j$ and the labels $n$, but the set of neighbour vectors stays the same, and so does $W$.

For the one-atom chain, the site energy is $\varepsilon=\tfrac12\phi(|x_+|)+\tfrac12\phi(|x_-|)$ with $x_\pm=\pm L$. The gradients are $g_\pm=\pm\tfrac12\phi'(L)$, and $g_+x_++g_-x_-=L\phi'(L)$, as found directly. Both neighbours here are images of the atom itself.

\subsection{Forces from the same gradients}

Atom $k$ enters the energy in two ways. As a centre it appears with a minus sign in $\mathbf r_{kjn}$; as a neighbour it appears with a plus sign in $\mathbf r_{ikn}$. Therefore
\begin{equation}
\frac{\partial E}{\partial\mathbf r_k}=\sum_{in}\mathbf g_{ikn}-\sum_{jn}\mathbf g_{kjn},
\qquad
\mathbf F_k=\sum_{jn}\mathbf g_{kjn}-\sum_{in}\mathbf g_{ikn}.
\label{eq:force}
\end{equation}
The terms with $i=k$ in one sum and $j=k$ in the other are identical and cancel. This is as it should be, because an atom and its images move together and the vectors between them do not change. Under strain those vectors do change, so the same terms remain in $W$.

The sum in (\ref{eq:main}) runs over directed pairs. Atom $i$ sees $j$ along $\mathbf r_{ijn}$, and $j$ sees $i$ along $\mathbf r_{ji,-n}=-\mathbf r_{ijn}$. In a many-body potential $\mathbf g_{ijn}$ and $-\mathbf g_{ji,-n}$ generally differ. For $j\neq i$ they are gradients of two different atomic energies; for $j=i$ they are gradients of one atomic energy with respect to two different neighbours. Averaging the sum with its relabelled copy gives
\begin{equation}
W_{ab}=\frac12\sum_{ijn}f_{ijn,a}\,r_{ijn,b},\qquad
\mathbf f_{ijn}=\mathbf g_{ijn}-\mathbf g_{ji,-n}.
\end{equation}
By (\ref{eq:force}), $\mathbf F_i=\sum_{jn}\mathbf f_{ijn}$, so $\mathbf f_{ijn}$ acts as a force on $i$ associated with one neighbour. When it points towards that neighbour it contributes tension, which confirms the sign. The stress needs these separate contributions, whereas $\mathbf F_i$ retains their sum.

\subsection{Why the tensor is symmetric}

If $\varepsilon_i$ is unchanged when all its neighbour vectors are rotated together, an infinitesimal rotation $\delta\mathbf r_{ijn}=\omega\,\mathbf r_{ijn}$ with $\omega_{ab}=-\omega_{ba}$ must give
\begin{equation}
0=\sum_{ab}\omega_{ab}\Big(\sum_{jn}g_{ijn,a}\,r_{ijn,b}\Big).
\end{equation}
This holds for every antisymmetric $\omega$, so the antisymmetric part of the bracket vanishes. Each centre thus contributes a symmetric tensor, and $W_{ab}=W_{ba}$. The argument concerns the sum over neighbours. A single $\mathbf g_{ijn}$ may have a component perpendicular to $\mathbf r_{ijn}$, and then its own contribution is not symmetric. For a potential that is only approximately rotation invariant the antisymmetric part need not vanish: it measures how fast the energy changes when the crystal is rotated.

\subsection{Gradients of a learned model}

To use (\ref{eq:main}) one needs $\mathbf g$ explicitly. Consider a model built from moments of the neighbour distribution. For a neighbour vector $\mathbf r$ with length $r$, let $\mathbf u=\mathbf r/r$, and let
\begin{equation}
R_k(r)=\exp\!\left[-\frac{(r-\mu_k)^2}{2w^2}\right]\left(1-\frac{r^2}{r_c^2}\right)^{3}
\end{equation}
for $r<r_c$ and zero beyond, with chosen centres $\mu_k$ and width $w$. The cubed factor makes $R_k$ and its first two derivatives vanish at the cutoff. For each centre, each neighbour species and each $k$, the scalar, vector and tensor moments are
\begin{equation}
M=\sum R_k,\qquad M_a=\sum R_k\,u_a,\qquad M_{ab}=\sum R_k\,u_au_b,
\end{equation}
summed over neighbours of that species. The quantities $B^{(0)}=M$, $B^{(1)}=\sum_aM_a^2$ and $B^{(2)}=\sum_{ab}M_{ab}^2$ do not change under rotation.

Their derivatives follow from
\begin{equation}
\frac{\partial r}{\partial r_c'}=u_c,\qquad
\frac{\partial u_a}{\partial r_c'}=\frac{\delta_{ac}}{r}-\frac{r'_ar'_c}{r^3}=\frac{\delta_{ac}-u_au_c}{r},
\end{equation}
where $r'_c$ denotes component $c$ of $\mathbf r$, to keep it apart from the cutoff. The first invariant gives $\partial B^{(0)}/\partial r'_c=R_k'u_c$. For the second, differentiating the square gives a factor $2M_a$, and the product rule gives
\begin{align}
\frac{\partial B^{(1)}}{\partial r'_c}
&=2\sum_aM_a\Big[R_k'u_au_c+\frac{R_k}{r}(\delta_{ac}-u_au_c)\Big]\nonumber\\
&=2\Big[m\,R_k'u_c+\frac{R_k}{r}(M_c-m\,u_c)\Big],\qquad m=\sum_aM_au_a .
\end{align}
For the third, the product $u_au_b$ has two factors to differentiate. Since $M_{ab}$ is symmetric they contribute equally:
\begin{equation}
\frac{\partial B^{(2)}}{\partial r'_c}
=2\Big[q\,R_k'u_c+\frac{2R_k}{r}\Big(\sum_bM_{cb}u_b-q\,u_c\Big)\Big],\quad
q=\sum_{ab}u_aM_{ab}u_b .
\end{equation}
The terms with $R_k/r$ are perpendicular to $\mathbf u$. They are the source of the non-central part of $\mathbf g$.

Let $f$ number all the invariants of a centre, and let $x_f=(B_f-\bar B_f)/S_f$ be their shifted and scaled values. A linear layer plus a layer of hyperbolic tangents gives
\begin{equation}
\varepsilon_i=c_0+\sum_fc_fx_f+\sum_hv_hz_h,\qquad
z_h=\tanh\Big(\sum_fx_fw_{fh}+b_h\Big),
\end{equation}
with $c$, $v$, $\bar B$ and $S$ depending on the species of the centre. Because the derivative of $\tanh y$ is $1-\tanh^2y$,
\begin{equation}
\mathbf g_{ijn}=\sum_f\frac{1}{S_f}\Big[c_f+\sum_hv_h(1-z_h^2)w_{fh}\Big]\frac{\partial B_f}{\partial\mathbf r_{ijn}} .
\end{equation}
The bracket depends on the whole surroundings of atom $i$. The derivatives of $B^{(1)}$ and $B^{(2)}$ also involve other neighbours, through the moments $M_a$ and $M_{ab}$, so the model is many-body even without the hyperbolic tangents. Another architecture in which each atomic energy depends only on the neighbour vectors of its own centre would change this last subsection and leave (\ref{eq:main}) as it is.

\section{Second derivation: positions and cell as separate variables}

\subsection{Symbols and results carried over}

The cell has lattice vectors $\mathbf h_\alpha$, volume $V$ and $N$ atoms at $\mathbf r_k$. The neighbour vectors are $\mathbf r_{ijn}=\mathbf r_j+\mathbf R_n-\mathbf r_i$ with $\mathbf R_n=\sum_\alpha n_\alpha\mathbf h_\alpha$, and $\mathbf g_{ijn}$ is the gradient of the atomic energy $\varepsilon_i$ with respect to $\mathbf r_{ijn}$. Under $\mathbf x\to(1+\eta)\mathbf x$ the first derivation gave $W_{ab}=\partial E/\partial\eta_{ab}=\sum_{ijn}g_{ijn,a}r_{ijn,b}$ and $\sigma=W/V$, with tension positive. The forces are $\mathbf F_k=\sum_{jn}\mathbf g_{kjn}-\sum_{in}\mathbf g_{ikn}$.

\subsection{Two parts of one derivative}

Forget for the moment that the energy is a sum over atoms. Assume that $E(\mathbf r_1,\dots,\mathbf r_N;\mathbf h_1,\mathbf h_2,\mathbf h_3)$ is a differentiable function of positions and lattice vectors, and that it does not change when an atom is replaced by one of its images. A homogeneous strain changes both sets of variables, $\delta\mathbf r_k=\eta\,\mathbf r_k$ and $\delta\mathbf h_\alpha=\eta\,\mathbf h_\alpha$. With $\partial E/\partial\mathbf r_k=-\mathbf F_k$, the chain rule gives
\begin{equation}
W_{ab}=-\sum_kF_{k,a}r_{k,b}+C_{ab},\qquad
C_{ab}=\sum_\alpha\left.\frac{\partial E}{\partial h_{\alpha,a}}\right|_{\mathbf r}h_{\alpha,b}.
\label{eq:split}
\end{equation}
The first term is the sum of positions times forces. The second, the cell term, is the energy change when the lattice vectors are strained while the listed Cartesian positions stay where they are.

As long as forces act on the atoms, neither term has a meaning of its own. Let each atom be moved to an image, $\mathbf r'_k=\mathbf r_k+\mathbf T_k$ with $\mathbf T_k=\sum_\alpha m_{k\alpha}\mathbf h_\alpha$ and integers $m_{k\alpha}$. Then $E(\mathbf r';\mathbf h)=E(\mathbf r;\mathbf h)$ for every cell. Differentiate with respect to $\mathbf h_\alpha$ at fixed $\mathbf r$. On the left, $\mathbf r'_k$ also depends on $\mathbf h_\alpha$:
\begin{equation}
\left.\frac{\partial E}{\partial\mathbf h_\alpha}\right|_{\mathbf r'}-\sum_km_{k\alpha}\mathbf F_k
=\left.\frac{\partial E}{\partial\mathbf h_\alpha}\right|_{\mathbf r}.
\end{equation}
Multiplying by $h_{\alpha,b}$ and summing over $\alpha$ gives
\begin{equation}
C'_{ab}=C_{ab}+\sum_kF_{k,a}T_{k,b},
\end{equation}
while the position--force sum changes by $-\sum_kF_{k,a}T_{k,b}$. The two changes cancel in $W$.

We have derived the stress from neighbour vectors and, treating positions and cell as separate variables, split the same strain derivative into a position–force sum and a cell term whose dependence on the choice of images cancels. It remains to recover the neighbour formula from this split, compare what the two derivations assume, add the effect of temperature, and test the result on a numerical example.
